Tunnelling through one trap: matched rates and the half exponent

**Q:** You say that a single defect in a gate insulator can carry more current than the perfect insulator around it. The electron still has to cross the whole film. Why should stopping halfway help?

**A:** Because it need not cross in one attempt. Take a film of thickness d between electrode 1, the source, and electrode 2, the drain. At the energy considered, the barrier has uniform height φ and tunnelling mass m_b, so a wave decays inside it as exp(−κx), with

κ = √(2m_bφ)/ħ.

A trap with a level at this same energy sits at distance x from the source. An electron enters it, stays for some time, and leaves to the drain. Suppose that the source states at the trap energy are full, the drain states are empty, and charging energy keeps a second electron out.

Let γ₁ be the tunnelling rate between trap and source for one spin, and γ₂ that between trap and drain. An empty trap accepts either spin, so it fills at Γ_in = gγ₁ with g = 2. The electron inside has one spin and leaves at Γ_out = γ₂. A spinless level has g = 1. If P is the probability that the trap is filled, steady flow requires

Γ_in(1 − P) = Γ_out P, so P = Γ_in/(Γ_in + Γ_out).

The number of electrons passed per second is

R = Γ_out P = Γ_inΓ_out/(Γ_in + Γ_out).

Equivalently, 1/R = 1/Γ_in + 1/Γ_out. The mean waiting times add, whereas the attenuations of a single crossing multiply.

**Q:** Then raising either rate shortens the total time. I see no reason to match them.

**A:** If the two rates can be chosen freely, there is none. At fixed Γ_in,

∂R/∂Γ_out = Γ_in²/(Γ_in + Γ_out)² > 0.

Starting from equal rates Γ, where R = Γ/2, a tenfold faster exit gives R = 10Γ/11. That is a gain of 20/11 = 1.82. Matching becomes an optimum under a constraint, and here the constraint is geometric: moving the trap towards one electrode moves it away from the other. We therefore hold the film, the electrodes and the energy fixed, and vary x alone.

**Q:** You need the actual rates for that. Where do they come from?

**A:** From the tail of the trap state. I use a one-dimensional, zero-range trap, whose normalised state is

ψ = √κ exp(−κ|x′ − x|),

since κ∫exp(−2κ|y|)dy = 1. At an electrode a distance a away, the arriving amplitude is √κ exp(−κa). Measure s from the interface into the electrode. Apart from that amplitude, the wave is

exp(−κs) + r exp(κs) in the barrier,
t exp(iks) in the electrode.

The wave and its derivative divided by the mass are continuous. With u = ħκ/m_b and electrode velocity v = ħk/m, these conditions read

1 + r = t,
−u(1 − r) = ivt.

Inserting r = t − 1 in the second gives −u(2 − t) = ivt, hence t(u − iv) = 2u and

|t|² = 4u²/(u² + v²).

The outgoing flux is v|t|² times the arriving density κ exp(−2κa). Therefore

γ_i = ν_i exp(−2κa_i), ν_i = 4κv_iu²/(u² + v_i²).

The wave reflected back to the trap has been neglected. It is smaller by exp(−2κa) at the trap, so the trap must not sit close to an electrode.

**Q:** Now show me that matching is best, even if the electrodes differ.

**A:** With a₁ = x and a₂ = d − x,

Γ_in = gν₁ exp(−2κx),
Γ_out = ν₂ exp[−2κ(d − x)].

Their product contains no x:

Γ_inΓ_out = gν₁ν₂ exp(−2κd) ≡ Q².

The numerator of R is thus fixed, and R is largest when the sum in the denominator is smallest. Since

Γ_in + Γ_out = (√Γ_in − √Γ_out)² + 2Q,

the minimum is at Γ_in = Γ_out = Q. There

R_max = Q²/(2Q) = Q/2 = ½√(gν₁ν₂) exp(−κd).

The position follows from equating the logarithms of the two rates:

ln(gν₁) − 2κx* = ln ν₂ − 2κd + 2κx*,
x* = d/2 + ln(gν₁/ν₂)/(4κ).

It lies inside the film if |ln(gν₁/ν₂)| < 2κd. In practice it should also lie several decay lengths from each electrode, as the rate formula requires. Unequal electrodes move the best trap off centre but leave the rates there equal.

**Q:** How sharp is this optimum? A real trap will not sit at x*.

**A:** Put y = x − x*. Then Γ_in = Q exp(−2κy) and Γ_out = Q exp(2κy), so

R = Q²/[2Q cosh(2κy)] = R_max sech(2κy).

Far from the optimum, the slower step controls the flow and R falls by a factor e for each 1/(2κ) of displacement. For traps spread uniformly in depth, the area under this curve matters. Since ∫sech z dz = π over the whole line,

∫R dx = R_max π/(2κ),

provided that the tails are negligible at the electrodes. The traps act as though those in a layer of thickness π/(2κ) all had the best rate.

**Q:** You have exp(−κd) for the trap. I want the direct result derived in the same model before you call it twice that exponent.

**A:** Send a unit wave from electrode 1. Its reflected amplitude is ρ, and the leading wave inside a thick barrier is τ exp(−κx). Continuity gives

1 + ρ = τ,
iv₁(1 − ρ) = −uτ.

With ρ = τ − 1, the second becomes iv₁(2 − τ) = −uτ, hence τ(iv₁ − u) = 2iv₁ and

|τ|² = 4v₁²/(u² + v₁²).

At the far side the exit factor is the |t|² found above, with v = v₂. Transmission is the ratio of outgoing to incident flux:

T = (v₂/v₁)|τ|² exp(−2κd)|t|²
 = 16u²v₁v₂ exp(−2κd)/[(u² + v₁²)(u² + v₂²)].

Now multiply the two trap prefactors:

ν₁ν₂ exp(−2κd) = 16κ²v₁v₂u⁴ exp(−2κd)/[(u² + v₁²)(u² + v₂²)] = κ²u²T.

Because κu = ħκ²/m_b = 2φ/ħ, we obtain

R_max = ½√g κu√T = √g(φ/ħ)√T.

The square root gives the half exponent. Note the units: R_max is a rate for one trap, while T is a probability. The statement compares how they vary with thickness. Which path carries more current also depends on the number of traps and on the area.

**Q:** A level in a barrier also gives resonant transmission, with a coherent wave. Does your result rely on the electron forgetting its phase at the trap?

**A:** Not for a spinless level whose resonance lies well inside the energy window between full source and empty drain states. Let A be the trap amplitude, E₀ its energy, and S an incoming wave from the source whose |S|² is the incident flux. With γ = γ₁ + γ₂,

dA/dt = −(iE₀/ħ + γ/2)A + KS.

To find K, close the drain and reverse a decay in time. Apart from its phase, A then grows as exp(γ₁t/2), while the incoming flux is |S|² = γ₁|A|². The equation requires γ₁A/2 = −γ₁A/2 + KS, so |K||S| = γ₁|A| and |K| = √γ₁.

Reopen the drain and drive at energy E. With ω = (E − E₀)/ħ, the steady solution is A = KS/(γ/2 − iω). The flux leaving to the drain is γ₂|A|², so

T_res = γ₁γ₂/[ω² + (γ/2)²].

A full one-dimensional channel supplies dE/(2πħ) electrons per second in the interval dE: its density of states per length, 1/(2πħv), times its velocity v. Hence

R = (1/2π)∫T_res dω = (1/2π)γ₁γ₂(2π/γ) = γ₁γ₂/(γ₁ + γ₂).

This is the sequential rate with g = 1. Loss of phase broadens the resonance but is not what produces the half exponent.

**Q:** Put in numbers. I would like an oxide device, not a barrier of unit height.

**A:** Consider a 5 nm aluminium-oxide gate insulator between an indium-tin-oxide contact and a metal gate. Rough typical values are φ = 2.4 eV and m_b = 0.30 m₀, where m₀ is the free-electron mass. At the trap energy, the kinetic energy is 0.9 eV with mass 0.35 m₀ in the contact, and 7 eV with mass m₀ in the metal. The voltage across the oxide is 0.2 V, with the trap level midway between the two Fermi levels. The contacts are taken to have equal work functions, so the Fermi levels also differ by 0.2 eV; in a real device, unequal work functions add a built-in voltage across the oxide.

These give κ = 4.347 nm⁻¹ and u = 1.678×10⁶ m/s. The direct exponent is

2κd = 2 × 4.347 × 5 = 43.47,

and the trap exponent is 21.74. The prefactors are ν₁ = 1.252×10¹⁶ s⁻¹ and ν₂ = 1.455×10¹⁶ s⁻¹. For g = 2,

x* = 2.5 nm + ln(2 × 1.252/1.455)/(4 × 4.347 nm⁻¹) = 2.531 nm.

Both rates are then 6.93×10⁶ s⁻¹, the trap is filled half the time, and R_max is half of either rate, 3.47×10⁶ s⁻¹. The square-root formula gives the same. With T = 4.52×10⁻¹⁹,

½κu = ½ × 4.347×10⁹ m⁻¹ × 1.678×10⁶ m/s = 3.65×10¹⁵ s⁻¹,
R_max = √2 × 3.65×10¹⁵ s⁻¹ × 6.72×10⁻¹⁰ = 3.47×10⁶ s⁻¹.

One ideal trap carries 0.56 pA. Half a nanometre away from x*, the rate is 9.0×10⁴ s⁻¹, about 39 times less.

**Q:** That agreement is between two forms of one derivation. Has the wave equation been asked independently?

**A:** Yes, for g = 1. The one-dimensional wave equation was solved numerically with the trap in the barrier, and its transmission was integrated over the resonance. The best position came out at 2.491 nm, as the formula predicts. The best rate was 2.451×10⁶ s⁻¹, which is the value above divided by √2. Between thicknesses of 4 and 6 nm, the logarithmic slope of the best trap rate was 0.5000 times that of direct transmission.

**Q:** All this is for a flat barrier. A gate voltage tilts it.

**A:** Keep the electron's energy fixed and let the barrier vary slowly. The decaying wave is then proportional to κ(x)^(−1/2) exp(−∫κdx). Let subscript t mean the trap position and 1, 2 the interfaces. The density κ_t at the trap becomes κ_t(κ_t/κ_i)exp(−2S_i) at interface i, where S_i is the integral of κ from the trap to that interface. Thus

γ_i = 4(κ_t²/κ_i)v_iu_i² exp(−2S_i)/(u_i² + v_i²).

For direct passage, the density inside the barrier gains the factor κ₁/κ₂ from one side to the other. Since κ₁/κ₂ = u₁/u₂, the earlier u² becomes u₁u₂:

T = 16u₁u₂v₁v₂ exp(−2S₁ − 2S₂)/[(u₁² + v₁²)(u₂² + v₂²)].

Dividing, and using u_i/κ_i = ħ/m_b,

γ₁γ₂/T = κ_t⁴(u₁u₂)/(κ₁κ₂) = κ_t⁴(ħ/m_b)² = (2φ_t/ħ)².

The exponent of the product is still independent of trap position, so the half exponent survives with 2κd replaced by 2∫κdx. The slowly varying local height φ_t makes matching approximate. For total drops of 0.2 and 1.0 V, the numerical optimum agreed with (φ_t/ħ)√T within 3%.

In the example, the 0.2 V tilt changes the best rate by a factor of 0.998. The source half of the barrier is higher, so the trap moves towards the source. To first order in the drop V,

∫κdx over the source half − ∫κdx over the drain half = κ(eV)d/(8φ).

A displacement δ changes this difference by 2κδ, so

δ = −eVd/(16φ) = −0.2 × 5/(16 × 2.4) nm = −0.026 nm.

The full calculation gives −0.027 nm.

**Q:** What if the electron loses energy in the trap? It then leaves through a higher barrier.

**A:** Then the factor one half fails. Let κ₁ apply before the trap and κ₂ after it, both uniform:

1/R = exp(2κ₁x)/(gν₁) + exp[2κ₂(d − x)]/ν₂.

Setting the x-derivative to zero gives

2κ₁/Γ_in − 2κ₂/Γ_out = 0, so Γ_in/Γ_out = κ₁/κ₂.

Since this ratio does not depend on d, equal exponents fix the leading position:

κ₁x = κ₂(d − x), so x ≈ κ₂d/(κ₁ + κ₂).

The exponent is 2κ₁κ₂d/(κ₁ + κ₂), a fraction κ₂/(κ₁ + κ₂) of the direct exponent 2κ₁d at the entrance energy. For a loss of 0.5 eV, the rate ratio is 0.91 and the fraction is 0.524. That loss needs empty drain states 0.5 eV lower, which the 0.2 V example does not provide; it illustrates the formula at a larger bias with the tilt ignored. If κ₂ ≫ κ₁, the best trap moves close to the drain and the exponent approaches the direct one.

**Q:** A point defect is not a plane. Its wave spreads sideways.

**A:** That matters for the size of the current. The corresponding three-dimensional state is ψ = √(κ/2π) exp(−κr)/r. Integrate its density over a plane at distance a, using r² = a² + s² and s ds = r dr, where s is now the distance within the plane:

∫|ψ|²2πs ds = κ∫_a^∞ exp(−2κr)dr/r ≈ exp(−2κa)/(2a), for 2κa ≫ 1.

The one-dimensional density was κ exp(−2κa), so each rate is multiplied by about 1/(2κa). At a = 2.5 nm this is 1/21.7 = 0.046. Summing over in-plane momenta, with the electrode matching included, gives 0.043 for the best rate, now 1.5×10⁵ s⁻¹.

As in the case of unequal κ, the ratio Γ_in/Γ_out at the optimum equals the ratio of the logarithmic slopes with which the two rates fall with distance. These slopes now differ slightly, mainly because the two electrodes pass the in-plane momenta differently, and to a smaller extent because 1/a varies with position. The optimum is therefore no longer strictly matched: the computed ratio is 0.992. The factor 1/a also adds an algebraic dependence on thickness, which is why the half-exponent statement concerns the leading exponential.

**Q:** So does one trap beat the insulator or not?

**A:** Compare it with the direct current density, summed over the 0.2 eV window and in-plane momentum q:

J = (2e/2πħ)∫dE∫d²q/(2π)² T(E,q) = 5.4×10⁻¹¹ A/cm².

This value is for sharp Fermi edges and a flat barrier. Thermal smearing at 300 K raises it by about 10%, to 6.0×10⁻¹¹ A/cm².

The ideal trap current equals the direct current through

5.555×10⁻¹³ A/(5.443×10⁻¹¹ A/cm²) = 0.0102 cm²,

or about 1 mm². This comparison favours the trap too strongly: besides the sideways spreading, the atoms around a real defect may relax when its charge changes.

To size that effect, take a relaxation energy λ = 1 eV, a rough value. In the Marcus model, a source electron an energy ε above the trap level enters with the weight

exp[−(λ − ε)²/(4λk_BT_a)]/√(4πλk_BT_a),

where T_a is the temperature. Integrating over the filled source states at 300 K gives 5.4×10⁻⁵. The exit has the same factor, because the level lies midway between the Fermi levels. The tunnelling factors are kept at the trap energy, so this estimate leaves the half exponent unchanged. The Marcus model also treats the atoms as classical, which requires phonon energies well below 2k_BT_a, or 0.052 eV here. Oxide phonons can reach about 0.1 eV, and their quantum motion can then raise the rate severalfold, even about tenfold. The values below are therefore classical estimates.

Spreading and relaxation together reduce the rate to 8.1 s⁻¹. One trap then equals the direct current through 2.4 µm².

**Q:** And for a film with many traps? Would you predict its leakage?

**A:** I would estimate a scale, not predict a device. Take a rough density of 10¹⁸ cm⁻³ eV⁻¹, uniform in depth and energy, with traps that do not affect one another. The effective layer is π/(2κ) = 0.361 nm thick, so

10¹⁸ × 0.2 × 3.61×10⁻⁸ cm⁻² = 7.2×10⁹ cm⁻²

traps take part. The ideal current density is 4.0×10⁻³ A/cm². With spreading and relaxation it is 9.4×10⁻⁹ A/cm², still about 170 times the direct value in this model. This counts only levels between the two Fermi levels and gives each of them the mid-window relaxation factor, which somewhat overstates their share. With relaxation, levels outside that window also contribute, adding about 40%. Integrating over all levels and depths, with reverse transitions included, gives 1.1–1.2×10⁻⁸ A/cm², roughly 200 times the direct value, so the scale is unchanged.

Beside a real device, 5 nm is thin: gate insulators in oxide thin-film transistors are often tens of nanometres thick or more. In such films, paths through several traps can carry more than paths through one, so the one-trap result should not be extrapolated to them. The field of 0.4 MV/cm is modest against a rough breakdown field of 8 MV/cm. The assumption that costs most here is a rigid trap, since relaxation alone lowers the current by a factor of about 2×10⁴ in the classical estimate. Thermal occupation changes the ideal rate by a factor of only 0.95, and thermal escape over the barrier, with a rough attempt rate of 10¹³ s⁻¹, is negligible at about 5×10⁻²⁸ s⁻¹.

The barrier itself is also uncertain. Image attraction, with an optical permittivity of 3, lowers the direct exponent from 43.5 to 40.7. If 0.30 m₀ is a band-edge mass, a two-band dispersion

κ² = 2m_bφ(1 − φ/E_g)/ħ²

with gap E_g = 6.6 eV lowers it to 34.7. At fixed prefactors, that raises direct transmission by exp(8.8), about 6600, and the trap rate by exp(4.4), about 80. With the prefactors still fixed, the trap's advantage would shrink by the same factor of 80, to about two. Image attraction alone would shrink it by about 4; with both corrections the direct exponent is about 33.1 and the advantage in the classical estimate is close to one. If 0.30 m₀ was instead fitted to tunnelling, it already contains some or all of this correction. The half exponent is therefore better founded than either absolute current; the numerical output lists the separate estimates.

Calculated quantities

```
oxide thickness d: 5 nm
barrier height phi at trap energy: 2.4 eV
oxide tunnelling mass: 0.3 m0
contact kinetic energy: 0.9 eV
contact mass: 0.35 m0
metal kinetic energy: 7 eV
metal mass: 1 m0
voltage across oxide: 0.2 V
temperature: 300 K
decay constant kappa: 4.347 1/nm
oxide velocity scale u: 1.678e+06 m/s
contact velocity v1: 9.511e+05 m/s
metal velocity v2: 1.569e+06 m/s
prefactor nu1 (one spin): 1.252e+16 1/s
prefactor nu2: 1.455e+16 1/s
direct exponent 2 kappa d: 43.47
trap exponent kappa d: 21.74
direct transmission T: 4.52e-19
best position, g=1, formula: 2.491 nm
best position, g=1, wave problem: 2.491 nm
best rate, g=1, wave problem: 2.451e+06 1/s
slope ratio trap/direct, wave problem: 0.5000
best position, g=2: 2.531 nm
entrance rate there, g=2: 6.934e+06 1/s
exit rate there: 6.934e+06 1/s
trap occupation there: 0.5
best rate R_max, g=2: 3.467e+06 1/s
current through one trap: 555.5 fA
rate 0.5 nm off best position: 8.974e+04 1/s
gain if exit alone is 10x faster: 1.818
effective trap layer pi/(2 kappa): 0.3613 nm
direct current density: 5.443e-11 A/cm2
area with equal direct current: 1.021e+06 um2
energy loss in unequal-kappa case: 0.5 eV
entrance/exit ratio in that case: 0.9097
exponent fraction in that case: 0.5236
oxide field: 0.4 MV/cm
rough breakdown field (input): 8 MV/cm
rate change factor from 0.2 V tilt: 0.9976
position shift from 0.2 V tilt: -0.027 nm
thermal occupation factor: 0.9542
thermal escape rate from trap: 4.806e-28 1/s
image lowering at mid-oxide: 0.06654 eV
direct exponent with image force: 40.68
oxide gap (input): 6.6 eV
direct exponent, two-band dispersion: 34.68
best rate with 3D spreading: 1.501e+05 1/s
3D spreading factor: 0.04328
entrance/exit ratio at 3D optimum: 0.9922
relaxation energy (input): 1 eV
Marcus factor: 5.388e-05
rate with spreading and relaxation: 8.086 1/s
equal direct area with both: 2.38 um2
trap density (input): 1e+18 1/(cm3 eV)
active traps per area: 7.227e+09 1/cm2
ideal trap current density: 0.004014 A/cm2
same with spreading and relaxation: 9.362e-09 A/cm2
```
